# Divacancy Binding in fcc Second-Moment and Pair Models

## Problem

An fcc metal is described by a second-moment tight-binding model in which only nearest neighbours interact. An atom with $Z$ neighbours, all at the equilibrium distance $d$, has the energy

$$e(Z)=-a\sqrt Z+bZ ,\qquad a,b>0 .$$

The first term is the band energy. The second is a pair repulsion shared equally between the two atoms of a bond, so one bond carries the repulsive energy $2b$. A free atom has zero energy.

When all neighbour distances are changed together to $r$, the two scales vary as

$$a\to a\,e^{-q(r/d-1)},\qquad b\to b\,e^{-p(r/d-1)},\qquad p>q>0 .$$

The inputs are the cohesive energy $E_c=3.5$ eV per atom, $p=11$ and $q=2.2$. Atoms stay on their lattice sites when others are removed, and removed atoms are added to a perfect crystal. Let $E_1$ be the formation energy of one vacancy and $E_2$ that of two vacancies on neighbouring sites. The binding energy is

$$E_b=2E_1-E_2 ,$$

so a positive value means attraction.

(a) Find $E_b$. (b) Compare it with the answer of a pair model, in which every bond has a fixed energy. (c) What happens when the two vacancies are not nearest neighbours? (d) For which $q/p$ does the binding disappear?

## A tempting solution

Each atom has 12 neighbours and each bond belongs to two atoms, so the crystal has 6 bonds per atom. The energy of one bond is therefore

$$\varepsilon=\frac{E_c}{6}=0.583\ \text{eV}.$$

Two distant vacancies break $12+12=24$ bonds. Two adjacent vacancies break 23, because the bond between the removed atoms is counted once. The atoms added to the perfect crystal regain the same number of bonds in both cases. One bond is saved, and so $E_b=0.583$ eV.

## Where it fails

The bond count is right. The fault is the step from the cohesive energy to the price of one bond. That step requires an energy linear in $Z$, and $-a\sqrt Z$ is not linear.

The same reasoning can be tried on a single vacancy. Removing the atom breaks 12 bonds and adding it to the crystal restores 6, which gives

$$E_1=12\varepsilon-6\varepsilon=6\varepsilon=E_c=3.5\ \text{eV}.$$

The second-moment model with the same cohesive energy gives 1.36 eV, as derived below. Cohesion measures the average gain per neighbour when an atom acquires all twelve. A vacancy measures the cost of losing the first of twelve. These are different quantities when the energy curve is bent.

## Solution

### Why the band energy contains a square root

Take one orbital per atom, zero on-site energy and a hopping of magnitude $\beta$ to each neighbour. The second moment of the local density of states is the diagonal element of the squared Hamiltonian. It counts the paths that go to a neighbour and return:

$$\mu_2=\sum_j H_{ij}H_{ji}=Z\beta^2 .$$

Now assume that the local density of states has a fixed shape $s$ and changes only its width $w=\sqrt{\mu_2}$, so that $n(E)=s(E/w)/w$. Assume also that the local filling is fixed, meaning that each atom stays neutral. With $x=E/w$, the filling is

$$\int_{-\infty}^{E_F}n(E)\,dE=\int_{-\infty}^{x_F}s(x)\,dx ,$$

which fixes $x_F=E_F/w$ independently of $w$. The band energy, measured from the local band centre, is then

$$\int_{-\infty}^{E_F}E\,n(E)\,dE=w\int_{-\infty}^{x_F}x\,s(x)\,dx=-Cw .$$

The constant $C$ is positive for a partly filled band, because the occupied lower part has a mean energy below the centre. Thus the band energy is $-C\beta\sqrt Z$, and $a=C\beta$. The root expresses saturation: another neighbour widens the band by less when many are already present.

### Fixing the two scales

For the perfect crystal, put $u=r/d-1$. The energy per atom is

$$e_{12}(u)=-a\sqrt{12}\,e^{-qu}+12b\,e^{-pu}.$$

Equilibrium at $u=0$ requires a vanishing first derivative:

$$qa\sqrt{12}-12pb=0\quad\Rightarrow\quad b=\frac{qa\sqrt{12}}{12p}=\frac{q}{p}\frac{a}{\sqrt{12}} .$$

The second derivative there is $-q^2a\sqrt{12}+12p^2b=a\sqrt{12}\,q(p-q)$. It is positive for $p>q$, so the point is a minimum with respect to uniform dilation. Shear asks for more. For unequal distances the band term is $-a\left(\sum_j e^{-2qu_j}\right)^{1/2}$, and a volume-conserving shear changes the energy per atom by $\frac{aq(p-2q)}{2\sqrt{12}}\sum_j u_j^2$ to second order. The crystal is therefore stable against shear only for $q/p<1/2$. Since $12b=a\sqrt{12}\,q/p$, the cohesive energy is

$$E_c=-e(12)=a\sqrt{12}-12b=a\sqrt{12}\left(1-\frac qp\right).$$

With $q/p=0.2$,

$$a=\frac{3.5}{3.4641\times0.8}=1.2630\ \text{eV},\qquad b=\frac{0.2\times1.2630}{3.4641}=0.0729\ \text{eV}.$$

### The cost of lost neighbours

Let $g_n=e(12-n)-e(12)$ be the energy cost to an atom of losing $n$ neighbours. Inserting $e(Z)$ gives

$$g_1=-a\sqrt{11}+11b+a\sqrt{12}-12b=a(\sqrt{12}-\sqrt{11})-b,$$

$$g_2=-a\sqrt{10}+10b+a\sqrt{12}-12b=a(\sqrt{12}-\sqrt{10})-2b .$$

The repulsion enters with a minus sign because a lost neighbour no longer repels. Numerically, $g_1=0.1133$ eV and $g_2=0.2354$ eV. The second loss costs slightly more than the first. The excess is

$$D=g_2-2g_1=a(2\sqrt{11}-\sqrt{10}-\sqrt{12})=0.0087\ \text{eV}.$$

The repulsion cancels here because it is linear in $Z$. The sign is fixed by the concavity of the root: $\sqrt{11}$ is larger than the mean of $\sqrt{10}$ and $\sqrt{12}$, so $D>0$.

### One vacancy

Start with $N$ sites and remove one atom. Twelve atoms now have 11 neighbours, and $N-13$ atoms still have 12. The reference is $N-1$ atoms of perfect crystal, so

$$E_1=12e(11)+(N-13)e(12)-(N-1)e(12)=12g_1=1.360\ \text{eV}.$$

### Two adjacent vacancies

Measure coordinates in half cubic edges. The neighbour vectors are then $(\pm1,\pm1,0)$ and their permutations, with squared length 2. Put the vacancies at the origin and at $\mathbf u=(1,1,0)$. A site $\mathbf v$ is a neighbour of both if $|\mathbf v|^2=2$ and $|\mathbf v-\mathbf u|^2=2$. Expanding the second condition gives

$$2-2\,\mathbf v\cdot\mathbf u+|\mathbf u|^2=2\quad\Rightarrow\quad \mathbf v\cdot\mathbf u=\frac{|\mathbf u|^2}{2}=1 .$$

The solutions are $(1,0,\pm1)$ and $(0,1,\pm1)$: four shared neighbours. Each vacancy has 12 neighbour sites. One is the other vacancy and four are shared, which leaves seven. Hence $7+7=14$ atoms have $Z=11$ and four atoms have $Z=10$. As a check on the count, the surviving atoms lose $14+2\times4=22$ neighbours. Adding the bond between the two removed atoms gives the 23 broken bonds found earlier.

All other atoms keep the energy $e(12)$ and cancel against the reference. Therefore

$$E_2=14g_1+4g_2=1.587+0.941=2.528\ \text{eV}.$$

### (a) The binding energy

Subtracting from two separate vacancies gives

$$E_b=24g_1-14g_1-4g_2=10g_1-4g_2 .$$

Insert the two costs. The band terms combine to $10\sqrt{12}-10\sqrt{11}-4\sqrt{12}+4\sqrt{10}$, and the repulsive terms to $-10b+8b$. The result is

$$\boxed{E_b=a\left(6\sqrt{12}-10\sqrt{11}+4\sqrt{10}\right)-2b}$$

The bracket equals 0.26747, so

$$E_b=0.3378-0.1458=0.192\ \text{eV}=192\ \text{meV}.$$

The repulsive part is negative because the divacancy removes one repelling bond fewer than two separate vacancies do. It cancels more than 40 % of the band part.

Direct summation over a periodic cell of 256 sites, with the interactions and inputs given above, agrees with this formula to better than $10^{-9}$ eV. This confirms the counting, not the physical accuracy of the model.

A second form shows where the binding comes from. With $g_2=2g_1+D$,

$$E_b=10g_1-8g_1-4D=2g_1-4D=\frac{E_1}{6}-4D .$$

When the vacancies are far apart, each has a damaged neighbour on the site that the other would occupy in a divacancy. Bringing them together eliminates two such atoms and gains $2g_1$. In return, four shared atoms lose two neighbours each, and each adds the penalty $D$.

### (b) The pair model

A pair model has $e(Z)=-\varepsilon Z/2$. Then $g_1=\varepsilon/2$, $g_2=\varepsilon$ and $D=0$, so $E_b=\varepsilon$. The single-bond answer is correct within that model, but its value depends on how $\varepsilon$ is fitted:

- Fitted to the cohesive energy, $\varepsilon=E_c/6=0.583$ eV. The second-moment result is 0.33 of this.
- Fitted to the vacancy energy, $\varepsilon=E_1/6=0.227$ eV. The second-moment result is 0.85 of this.

The second fit gives a cohesive energy of only 1.36 eV. One parameter cannot reproduce both energies here.

The difference from the first answer can be split by passing through the second:

$$\frac{E_c}{6}-E_b=\frac{E_c-E_1}{6}+4D .$$

The first term is 0.357 eV and the second 0.035 eV. Along this route, about nine tenths of the discrepancy comes from using an average bond where the cost of a first loss is needed.

The size of that error can be traced. The average energy per neighbour in the perfect crystal is

$$\frac{E_c}{12}=\frac{a}{\sqrt{12}}-b=0.365-0.073=0.292\ \text{eV},$$

whereas the first loss costs

$$g_1=0.186-0.073=0.113\ \text{eV}.$$

For a root, the slope $a/(2\sqrt Z)$ is half the average $a/\sqrt Z$. The band contribution is thus roughly halved, while the repulsion subtracted from it is unchanged. The remainder falls by more than half.

The limit of large coordination separates the two effects. The band part of the first loss tends to $a/(2\sqrt Z)$, still half the average. The penalty $D$ tends to the second derivative of $-a\sqrt Z$, which is $a/(4Z^{3/2})$. Relative to the band part of the first loss, it is $1/(2Z)$ for each shared atom. With $c$ shared atoms the total is $c/(2Z)$, which vanishes if $c$ grows more slowly than $Z$. The halving does not vanish, so high coordination alone does not make $E_c$ a good source for the bond energy.

### (c) Vacancies farther apart

Suppose that the vacancies are not nearest neighbours but share $c$ neighbours. Then $2(12-c)$ atoms lose one neighbour and $c$ atoms lose two:

$$E_2=(24-2c)g_1+cg_2,$$

$$E_b=24g_1-(24-2c)g_1-cg_2=-c(g_2-2g_1)=-cD .$$

The condition $\mathbf v\cdot\mathbf u=|\mathbf u|^2/2$ again gives the counts.

| Shell | $\mathbf u$ | $c$ | $E_b$ (eV) |
|---|---|---|---|
| 1 | $(1,1,0)$ | 4 | 0.192 |
| 2 | $(2,0,0)$ | 4 | −0.035 |
| 3 | $(2,1,1)$ | 2 | −0.017 |
| 4 | $(2,2,0)$ | 1 | −0.009 |

Two sites with a common neighbour are at most two neighbour vectors apart, so $|\mathbf u|\le2\sqrt2$. Beyond the fourth shell $c=0$ and the interaction vanishes in this model.

A pair model with nearest-neighbour bonds gives zero from the second shell onward. The weak repulsion found here is a many-atom effect: the vacancies interact through an atom that has lost a neighbour to each. It is small enough to depend on the nearest-neighbour cutoff. With interactions to the fourth shell and $a,b$ refitted, the second-shell value changes sign to about $+0.022$ eV, and the third- and fourth-shell values shrink to $-0.003$ and $-0.005$ eV. Because shells 1 and 2 both have $c=4$, moving a vacancy from the first to the second costs $2g_1=E_1/6=0.227$ eV. This is the difference between two end states, not the barrier for the jump.

### (d) When the binding disappears

Let $y=q/p$ and $\kappa=6\sqrt{12}-10\sqrt{11}+4\sqrt{10}$. Since $b=ya/\sqrt{12}$ and $2/\sqrt{12}=1/\sqrt3$,

$$E_b=a\left(\kappa-\frac{y}{\sqrt3}\right).$$

Divide by $E_c/6=a\sqrt{12}(1-y)/6=a(1-y)/\sqrt3$:

$$\frac{E_b}{E_c/6}=\frac{y_0-y}{1-y},\qquad y_0=\sqrt3\,\kappa=36-5\sqrt{132}+2\sqrt{120}=0.463 .$$

For $y=0.2$ this is $0.263/0.8=0.33$, as before. Binding disappears at $q/p=0.463$ and becomes repulsion above it. The derivative of the ratio with respect to $y$ is $(y_0-1)/(1-y)^2<0$. The ratio is therefore largest in the limit $y\to0$, where the repulsion contributes nothing, and even there it is 0.463. No allowed choice of exponents brings the model to the answer $E_c/6$.

The vacancy energy can be treated in the same way:

$$\frac{E_1}{E_c}=\frac{12\left[a(\sqrt{12}-\sqrt{11})-ya/\sqrt{12}\right]}{a\sqrt{12}(1-y)}=\frac{12-\sqrt{132}-y}{1-y}.$$

It vanishes at $y=12-\sqrt{132}=0.511$. This lies beyond the shear limit $y=1/2$. Between 0.463 and 0.5 a vacancy still costs energy, but two adjacent vacancies on unrelaxed sites repel. For fixed sites, a positive vacancy energy and one saved bond therefore do not guarantee binding. The lattice is soft in this window, and relaxation nearly closes it: with $p=11$ in a cell of 256 sites, the relaxed binding is still $+0.015$ eV at $y=0.47$ and $+0.001$ eV at $y=0.49$.

## How far the number can be trusted

The inputs are rounded values roughly in the regime of copper, whose cohesive energy is about 3.5 eV and whose vacancy formation energy is about 1.3 eV. The model's 1.36 eV is close to the latter; the pair model fitted to cohesion gives 3.5 eV. This supports the use of a saturating energy, but does not establish the divacancy energy of copper. The root was derived for a partly filled band, whereas the $d$ band of copper is nearly full, so for copper the form is an empirical fit.

Of the effects sized within the second-moment form, the range of the interactions matters most. Including neighbours up to the fourth shell, with $p$, $q$ and $E_c$ held fixed, the sites unrelaxed and $a,b$ refitted to equilibrium, lowers $E_b$ from 0.192 to 0.131 eV. That is a reduction of 32 %. The vacancy energy falls only from 1.360 to 1.300 eV. Carrying the sums on to ten shells lowers $E_b$ by a further 5 meV, so the third digit of the four-shell value is not converged. Binding is a small difference between larger energies, so it is more sensitive in relative terms.

Relaxing the atoms at fixed cell volume, with nearest-neighbour interactions only, gives $E_b=0.194$ eV in cells of both 256 and 500 sites. The change is about 2 meV, and no atom moves by more than about 0.5 % of $d$. Relaxation matters more when the range is longer: with four shells, in the cell of 256 sites, it raises $E_b$ by about 8 meV and atoms move by up to 3 % of $d$. A uniform lattice expansion of 1.5 %, a rough allowance for 1000 K, raises the unrelaxed value to 0.203 eV.

The assumption of a fixed band shape can be examined through $\mu_4/\mu_2^2$, where $\mu_4$ is the fourth moment. For one orbital per atom with equal hops, this ratio is 3.75 in the bulk. Around the divacancy it averages 3.66 on atoms with $Z=11$ and 3.74 on those with $Z=10$. The shape is thus not strictly constant, and this ratio does not simply follow the number of lost neighbours. The asymmetry of the band changes more. With $\mu_3$ the third moment, $|\mu_3|/\mu_2^{3/2}$ is 1.155 in the bulk, 1.096 at $Z=11$ and 1.075 at $Z=10$, because a missing atom also removes closed triangles of hops. These ratios do not give an energy correction, but the effect need not be small. The one-orbital Hamiltonian can be diagonalised in a cell of 256 sites with a common Fermi level, a smearing of $0.3\beta$ and no local neutrality imposed. The band part of $E_b$ is then about 0.06, 0.04 and 0.03 of the band energy per atom at fillings near 0.3, 0.5 and 0.7, against $0.267/\sqrt{12}=0.077$ from the root. The sign of the second-shell interaction then depends on the filling. Directional $d$ orbitals, charge transfer and vibrational entropy are also left out.

The choice of bond energy matters greatly even at high temperature, where Boltzmann factors are least sensitive to energy. At 1000 K, $k_BT=0.0862$ eV, and the factor $\exp(E_b/k_BT)$ is the energetic preference for one given adjacent arrangement over one given separated arrangement. It is about 9 for the second-moment result, 14 for the pair model fitted to $E_1$, and 870 for the pair model fitted to $E_c$. With the four-shell value of 0.131 eV it falls to about 4.6. The uncertainty from interaction range is a factor of two; the error from using the average bond is nearly a factor of one hundred. The numerical output below lists the main values.

## Table of computed values

```
Input cohesive energy E_c = 3.500 eV
Input exponents p = 11.0, q = 2.2, q/p = 0.200
Band scale a = 1.26295 eV
Half bond repulsion b = 0.07292 eV
Divacancy neighbours: 14 with Z=11, 4 with Z=10
One lost neighbour g_1 = 0.11334 eV
Two lost neighbours g_2 = 0.23536 eV
Curvature penalty per shared atom D = 0.00868 eV
Vacancy formation energy E_1 = 1.3601 eV
Divacancy formation energy E_2 = 2.5282 eV
Band factor 6r12-10r11+4r10 = 0.267472 (no unit)
Band part of binding = 0.3378 eV
Repulsive part of binding = -0.1458 eV
Divacancy binding energy E_b = 0.1920 eV
Divacancy binding energy E_b = 192.0 meV
Pair answer fitted to E_c = 0.5833 eV
Pair answer fitted to E_1 = 0.2267 eV
E_b / pair answer fitted to E_c = 0.329
E_b / pair answer fitted to E_1 = 0.847
Gap from calibration (E_c-E_1)/6 = 0.3567 eV
Gap from curvature 4D = 0.0347 eV
Separation shell 1: shared 4, E_b = 0.1920 eV
Separation shell 2: shared 4, E_b = -0.0347 eV
Separation shell 3: shared 2, E_b = -0.0174 eV
Separation shell 4: shared 1, E_b = -0.0087 eV
Separation shell 5: shared 0, E_b = -0.0000 eV
Binding vanishes at q/p = 0.4633
Shape mu4/mu2^2, bulk Z=12: 3.750
Shape mu4/mu2^2, mean at Z=11: 3.660
Shape mu4/mu2^2, mean at Z=10: 3.740
Range 2 shells: E_1 = 1.3381, E_b = 0.1621 eV
Range 3 shells: E_1 = 1.3063, E_b = 0.1353 eV
Range 4 shells: E_1 = 1.3001, E_b = 0.1312 eV
Relaxed, 256 sites: E_1 = 1.3568, E_2 = 2.5196 eV
Relaxed, 256 sites: E_b = 0.1939 eV
Relaxed, 256 sites: largest shift = 0.52 % of d
Relaxed, 500 sites: E_1 = 1.3566, E_2 = 2.5191 eV
Relaxed, 500 sites: E_b = 0.1941 eV
Relaxed, 500 sites: largest shift = 0.53 % of d
Lattice expansion = 1.5 %: E_b = 0.2032 eV
Temperature = 1000 K, kT = 0.0862 eV
Boltzmann factor exp(E_b/kT) = 9.28
Same, pair fitted to E_c = 871
Same, pair fitted to E_1 = 13.88
```
